# The three acoustic speeds along [110] in silicon

## Problem

A plane sound wave travels along the [110] direction of a silicon crystal near room temperature. The density and the three elastic constants of the cubic crystal, typical measured values rounded to three figures (four for the density), are

$$
\rho=2.329\ \text{g/cm}^3,\qquad C_{11}=166,\quad C_{12}=63.9,\quad C_{44}=79.6\ \text{GPa}.
$$

The axes $x,y,z$ lie along the cube edges, $\mathbf u$ is the displacement, and the strain is $e_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$. In this convention Hooke's law for a cubic crystal reads

$$
\sigma_{xx}=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz}),\qquad \sigma_{xy}=2C_{44}e_{xy},
$$

and the other components follow by the cyclic exchange $x\to y\to z\to x$. The crystal is uniform, lossless and free of static stress, and the strains are small.

1. Derive the equations of motion and reduce them, for a wave along [110], to an eigenvalue problem.
2. Find the three modes, their directions of motion and their speeds in terms of $\rho$ and the elastic constants. Explain which strains each mode produces.
3. Evaluate the speeds for silicon. Find also the wavelengths at 100 MHz and the travel times through 10 mm.
4. Compare with an isotropic solid and with waves along [100].
5. Estimate how much the speeds change if the crystal is cut 1° off axis, if it is warmed by 50 K, if isothermal elastic constants are used by mistake, if the atomic spacing is taken into account, and if the silicon is doped n-type.

## Solution

### 1. From Newton's law to an eigenvalue problem

The net force per unit volume is the divergence of the stress, so the $x$ component of Newton's law is

$$
\rho\,\ddot u_x=\partial_x\sigma_{xx}+\partial_y\sigma_{xy}+\partial_z\sigma_{xz}.
$$

The factor 2 in the shear law cancels the $\tfrac12$ in the strain, which gives $\sigma_{xy}=C_{44}(\partial_xu_y+\partial_yu_x)$ and likewise for $\sigma_{xz}$. The three terms are therefore

$$
\begin{aligned}
\partial_x\sigma_{xx}&=C_{11}\partial_x^2u_x+C_{12}(\partial_x\partial_yu_y+\partial_x\partial_zu_z),\\
\partial_y\sigma_{xy}&=C_{44}(\partial_x\partial_yu_y+\partial_y^2u_x),\\
\partial_z\sigma_{xz}&=C_{44}(\partial_x\partial_zu_z+\partial_z^2u_x).
\end{aligned}
$$

Their sum is

$$
\rho\,\ddot u_x=C_{11}\partial_x^2u_x+C_{44}(\partial_y^2+\partial_z^2)u_x+(C_{12}+C_{44})(\partial_x\partial_yu_y+\partial_x\partial_zu_z).
$$

The equations for $u_y$ and $u_z$ follow by cyclic exchange.

The unit vector along [110] is $(1,1,0)/\sqrt2$. A plane wave in this direction is

$$
\mathbf u=\mathbf p\,\sin\!\left(k\,\frac{x+y}{\sqrt2}-\omega t\right),\qquad v=\frac{\omega}{k},
$$

with a constant vector $\mathbf p$ that gives the direction of motion. Each derivative with respect to $x$ or $y$ brings out a factor $k/\sqrt2$, and two derivatives turn the sine into minus the sine. Hence $\partial_x^2$, $\partial_y^2$ and $\partial_x\partial_y$ all act as multiplication by $-k^2/2$. Every $z$ derivative vanishes, and $\partial_t^2$ gives $-\omega^2$. The $x$ equation becomes

$$
-\rho\omega^2p_x=-\frac{k^2}{2}\left[(C_{11}+C_{44})p_x+(C_{12}+C_{44})p_y\right].
$$

Division by $-k^2$, and the same treatment of the other two equations, gives

$$
\begin{aligned}
\rho v^2p_x&=\tfrac12(C_{11}+C_{44})\,p_x+\tfrac12(C_{12}+C_{44})\,p_y,\\
\rho v^2p_y&=\tfrac12(C_{12}+C_{44})\,p_x+\tfrac12(C_{11}+C_{44})\,p_y,\\
\rho v^2p_z&=C_{44}\,p_z.
\end{aligned}
$$

In the last line the two terms $C_{44}\partial_x^2u_z$ and $C_{44}\partial_y^2u_z$ contribute one half each. This is an eigenvalue problem: $\rho v^2$ is the eigenvalue and $\mathbf p$ the eigenvector. The frequency has dropped out, so in this continuum model the speeds do not depend on it.

### 2. The three modes

The $z$ motion stands alone. The $x$ and $y$ equations turn into each other when $p_x$ and $p_y$ are swapped, which suggests taking their sum and difference:

$$
\begin{aligned}
\rho v^2(p_x+p_y)&=\tfrac12(C_{11}+C_{12}+2C_{44})(p_x+p_y),\\
\rho v^2(p_x-p_y)&=\tfrac12(C_{11}-C_{12})(p_x-p_y).
\end{aligned}
$$

In the difference, $C_{44}$ cancels. When the three moduli are different, a single value of $v$ can satisfy one of the three equations with a nonzero amplitude, and the other two amplitudes must vanish. The modes are

$$
\begin{aligned}
\text{longitudinal, }\mathbf p\parallel[110]:&\quad \rho v_L^2=\tfrac12(C_{11}+C_{12}+2C_{44}),\\
\text{shear, }\mathbf p\parallel[001]:&\quad \rho v_{T1}^2=C_{44},\\
\text{shear, }\mathbf p\parallel[1\bar10]:&\quad \rho v_{T2}^2=\tfrac12(C_{11}-C_{12}).
\end{aligned}
$$

Motion along [100] is not a mode. With $p_y=p_z=0$ the second equation of the eigenvalue problem would require $0=\tfrac12(C_{12}+C_{44})p_x$: a displacement along $x$ produces a force along $y$. Since the unit vector along [100] is the sum of those along [110] and $[1\bar10]$ divided by $\sqrt2$, such a motion is an equal mixture of the longitudinal mode and the second shear mode, and the two parts travel at different speeds.

The strains show why each modulus has its form. Let $s=(x+y)/\sqrt2$ be the distance along the path and $f(s)$ the displacement along the unit vector of the mode, with $f'=df/ds$. The elastic energy density, for strains with $e_{zz}=0$, is

$$
W=\tfrac12C_{11}(e_{xx}^2+e_{yy}^2)+C_{12}e_{xx}e_{yy}+2C_{44}(e_{xy}^2+e_{yz}^2+e_{xz}^2).
$$

- Longitudinal mode: $u_x=u_y=f/\sqrt2$, so $e_{xx}=e_{yy}=e_{xy}=f'/2$. All three constants enter, and $W=\tfrac14(C_{11}+C_{12}+2C_{44})f'^2$.
- Shear mode along [001]: $u_z=f$, so $e_{xz}=e_{yz}=f'/(2\sqrt2)$. Then $W=2C_{44}\cdot2\cdot f'^2/8=\tfrac12C_{44}f'^2$.
- Shear mode along $[1\bar10]$: $u_x=-u_y=f/\sqrt2$, so $e_{xx}=-e_{yy}=f'/2$. The two contributions to $e_{xy}$ cancel. Then $W=\tfrac14(C_{11}-C_{12})f'^2$.

In each case $W=\tfrac12\,\rho v^2f'^2$, in agreement with the eigenvalues. The last mode is a shear when viewed along the path, but in the cube axes it stretches one edge and shortens another by the same amount. For this reason $C_{44}$, which measures the resistance to changing the angle between cube edges, plays no part in it.

Real speeds of both shear waves require $C_{44}>0$ and $C_{11}>C_{12}$. If $C_{11}$ approaches $C_{12}$ from above, the restoring force of the $[1\bar10]$ mode disappears and its speed goes to zero.

### 3. Numbers for silicon

The density can be checked from the crystal structure. The cubic cell has edge $a=0.5431$ nm and holds 8 atoms of molar mass 28.086 g/mol, so $\rho=8\times28.086\ \text{g/mol}/(N_Aa^3)=2.3291$ g/cm³, in agreement with the given value.

A convenient unit rule is

$$
\frac{1\ \text{GPa}}{1\ \text{g/cm}^3}=\frac{10^9\ \text{Pa}}{10^3\ \text{kg/m}^3}=10^6\ \text{m}^2/\text{s}^2=1\ (\text{km/s})^2.
$$

The moduli are

$$
\begin{aligned}
\rho v_L^2&=\tfrac12(166+63.9+159.2)=194.55\ \text{GPa},\\
\rho v_{T1}^2&=79.6\ \text{GPa},\\
\rho v_{T2}^2&=\tfrac12(166-63.9)=51.05\ \text{GPa},
\end{aligned}
$$

and division by the density gives

$$
\begin{aligned}
v_L&=\sqrt{194.55/2.329}=\sqrt{83.53}=9.14\ \text{km/s},\\
v_{T1}&=\sqrt{79.6/2.329}=\sqrt{34.18}=5.85\ \text{km/s},\\
v_{T2}&=\sqrt{51.05/2.329}=\sqrt{21.92}=4.68\ \text{km/s}.
\end{aligned}
$$

With one more digit the middle value is 5.846 km/s, so to two figures the speeds are **9.1, 5.8 and 4.7 km/s**. In metres per second they are 9140, 5846 and 4682.

Rounding of the inputs, by half a unit in the last given digit of each, can move the three speeds by up to 0.009, 0.002 and 0.013 km/s. The two-figure results survive this. The slow shear speed is the most sensitive: most of its uncertainty comes from $C_{11}$, which is given only to the nearest GPa, and its modulus is the smallest of the three.

At 100 MHz the wavelengths $v/(100\ \text{MHz})$ are 91.4, 58.5 and 46.8 µm. The travel times through 10 mm are 1.094, 1.711 and 2.136 µs. A pulse started with motion along [100] therefore arrives at the far side as two pulses, at 1.094 and 2.136 µs.

### 4. Isotropic solid and the [100] direction

The ratio of the two shear speeds is

$$
\frac{v_{T1}}{v_{T2}}=\sqrt A,\qquad A=\frac{2C_{44}}{C_{11}-C_{12}}.
$$

For silicon $A=1.559$ and $\sqrt A=1.249$, so the [001] mode is the fast shear wave. In a crystal with $A<1$ the order would be reversed. An isotropic solid has $A=1$, that is $C_{44}=\tfrac12(C_{11}-C_{12})$. The shear speeds then coincide, and the longitudinal modulus becomes $\tfrac12(C_{11}+C_{12}+C_{11}-C_{12})=C_{11}$.

For a wave along [100] only $x$ derivatives survive. The equations of motion give $\rho v^2=C_{11}$ for motion along $x$ and $\rho v^2=C_{44}$ for motion along $y$ or $z$. The speeds in silicon are 8.44 km/s for the longitudinal wave and 5.85 km/s for each of the two shear waves.

The two directions are linked by a sum rule. For a wave along a general unit vector $\mathbf n$, the coefficient of $p_x$ in the $x$ equation is $C_{11}n_x^2+C_{44}(n_y^2+n_z^2)$, and cyclically for the others. The sum of the eigenvalues equals the sum of these diagonal coefficients. Since $n_x^2+n_y^2+n_z^2=1$,

$$
\rho(v_1^2+v_2^2+v_3^2)=C_{11}+2C_{44}
$$

for every direction. In silicon the right side is $166+159.2=325.2$ GPa, and along [110] the left side is $194.55+79.6+51.05=325.2$ GPa. On passing from [100] to [110] the longitudinal modulus rises by 28.55 GPa, and one shear modulus falls by the same amount.

### 5. What the simple picture leaves out

**Cut off axis.** A half turn about [110] leaves the cubic elastic equations unchanged and reverses any small tilt $\theta$ of the wave direction. The three speeds are distinct, so each varies smoothly with $\theta$; being even in $\theta$, it has no linear term. For a tilt within the $xy$ plane the size can be found directly. With $\mathbf n=(\cos\varphi,\sin\varphi,0)$ the in-plane eigenvalues are

$$
\rho v^2=\tfrac12\left[C_{11}+C_{44}\pm\sqrt{(C_{11}-C_{44})^2\cos^22\varphi+(C_{12}+C_{44})^2\sin^22\varphi}\,\right].
$$

Put $\varphi=45^\circ+\theta$, so that $\cos^22\varphi=\sin^22\theta\approx4\theta^2$. Expanding the root gives, for the slow shear wave (lower sign),

$$
\delta(\rho v_{T2}^2)\approx\left[(C_{12}+C_{44})-\frac{(C_{11}-C_{44})^2}{C_{12}+C_{44}}\right]\theta^2
=\left[143.5-\frac{86.4^2}{143.5}\right]\theta^2\ \text{GPa}\approx91.5\,\theta^2\ \text{GPa}.
$$

The relative change of speed is half that of the modulus, $91.5\,\theta^2/(2\times51.05)\approx0.90\,\theta^2$. For 1°, or 0.01745 rad, this is 0.027 %. Comparing tilts towards $[1\bar10]$ and towards [001], the larger changes are 0.007 % for the longitudinal, 0.018 % for the fast shear and 0.027 % for the slow shear wave.

**Warming.** With a rough common temperature coefficient of $-7\times10^{-5}$ per kelvin for the elastic constants, 50 K of warming lowers the moduli by about 0.35 % and the speeds by about 0.2 %. Thermal expansion, roughly $2.6\times10^{-6}$ per kelvin in length, also lowers the density by about 0.04 %, which raises the speeds by only about 0.02 % and is neglected.

**Isothermal constants.** Heat needs a time of order $1/(Dk^2)$ to diffuse between crests and troughs, while the wave reverses in a time of order $1/\omega=1/(vk)$. The diffusion time grows as the square of the wavelength and the period only in proportion to it. Long, low-frequency waves in a bulk crystal are therefore the most nearly adiabatic, and at ultrasonic frequencies adiabatic constants are needed. The condition is $Dk^2\ll\omega$, or $D\omega/v^2\ll1$, with $D$ the heat diffusivity. For a rough $D=0.9$ cm²/s the ratio is $6.8\times10^{-4}$ for the longitudinal wave at 100 MHz.

To find the difference, let $M$ be the isothermal longitudinal modulus, $e=f'$ the strain, $\Delta T$ the temperature change and $c$ the heat capacity per volume. The free energy density to second order is

$$
F=\tfrac12Me^2-b\,e\,\Delta T-\frac{c\,(\Delta T)^2}{2T}.
$$

Free thermal expansion $e_{xx}=e_{yy}=e_{zz}=\alpha\Delta T$ must leave the crystal without stress, which fixes $b=\alpha(C_{11}+2C_{12})$. Without heat flow the entropy change $-\partial F/\partial(\Delta T)=be+c\,\Delta T/T$ is zero, so $\Delta T=-Tbe/c$: stretching cools the crystal. The stress is then

$$
\sigma=\frac{\partial F}{\partial e}=Me-b\,\Delta T=\left(M+\frac{Tb^2}{c}\right)e.
$$

With rough values $\alpha=2.6\times10^{-6}$ per kelvin and a heat capacity of 0.7 J/(g K), $b=0.764$ MPa/K and $Tb^2/c=0.107$ GPa at 300 K. Isothermal constants would make the longitudinal speed 0.028 % too low. The shear waves do not change the volume, so they have no such term.

**Atomic spacing.** As a rough model, replace the (110) planes, a distance $d=a/(2\sqrt2)=0.1920$ nm apart, by a chain of masses $m$ joined by springs $K$. From $m\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)$ one finds $\omega=2\sqrt{K/m}\,\sin(kd/2)$. Long waves have speed $v=d\sqrt{K/m}$, and the sine series gives

$$
\frac{\omega}{k}\approx v\left[1-\frac{(kd)^2}{24}\right].
$$

For the slow shear wave at 100 MHz the relative drop is $2.8\times10^{-11}$. It reaches 1 % near 1.9 THz. Silicon has more complicated forces than this chain, so these are orders of magnitude.

**Doping.** In n-type silicon the conduction electrons occupy three pairs of energy valleys, one pair along each cube axis. A strain $e_{ii}$ shifts the pair along axis $i$ by $\Xi e_{ii}$, with $\Xi$ roughly 9 eV. The slow shear wave shifts the pairs by $+\Xi f'/2$, $-\Xi f'/2$ and 0, and electrons move to the lowered valleys. For $n$ non-degenerate electrons per volume, the strain-dependent free energy is

$$
F_e=-nk_BT\ln\!\left[\frac13\left(e^{-\Xi f'/2k_BT}+e^{\Xi f'/2k_BT}+1\right)\right]\approx-\frac{n\,\Xi^2f'^2}{12\,k_BT}.
$$

Comparison with $\tfrac12\,\delta(\rho v_{T2}^2)f'^2$ gives $\delta(\rho v_{T2}^2)=-n\Xi^2/(6k_BT)$. This assumes that the electrons change valleys much faster than the wave oscillates. At 300 K the slow shear speed falls by $8.2\times10^{-5}$ % for $n=10^{15}$ cm⁻³, and by 0.82 % for $10^{19}$ cm⁻³. The second figure is an upper estimate within this model, because at that density the exclusion principle begins to limit the transfer. The fast shear wave has no strain $e_{ii}$, so this model, which keeps only valley shifts linear in the strain, gives no change for it. Shifts quadratic in the shear strain could change its speed and are not estimated here. The longitudinal wave shifts two pairs by $\Xi f'/2$ and the third by 0. Only the differences from the mean shift $\Xi f'/3$ move electrons between valleys; they are $\Xi f'/6$, $\Xi f'/6$ and $-\Xi f'/3$, with mean square $\Xi^2f'^2/18$. For the slow shear wave the mean square is $\Xi^2f'^2/6$, so the longitudinal modulus falls by one third as much, and the longitudinal speed by about 0.07 % for $10^{19}$ cm⁻³ in the same non-degenerate model. The longitudinal modulus also contains $C_{44}$, so any change of $C_{44}$ with doping, which this model leaves out, adds to that figure in a real crystal.

**Comparison with real crystals.** The elastic constants and density used here are typical of lightly doped silicon near room temperature, so the calculated speeds should describe a thick crystal of that kind to within a few tenths of a per cent. Among the effects estimated above for the slow shear wave at 100 MHz, heavy doping is the largest, followed by warming. The calculation also assumes an unbounded crystal. In a membrane or beam whose thickness is comparable with the wavelength, here 47 to 91 µm at 100 MHz, the surfaces guide the wave and these bulk speeds no longer apply directly; the size of that change depends on the shape and is not estimated here. The computed values are collected in the numerical output below.

## Numbers as computed

```
C11, C12, C44 = 166, 63.9, 79.6 GPa
density used = 2.329 g/cm3
lattice parameter = 0.5431 nm
atomic mass = 28.086 g/mol
density from lattice parameter = 2.3291 g/cm3
Gamma_xx = 122.80 GPa, Gamma_xy = 71.75 GPa
longitudinal: rho v^2 = 194.55 GPa
  v^2 = 83.534 (km/s)^2, v = 9.140 km/s
  speed = 9140 m/s
  input rounding moves v by up to 0.009 km/s
  wavelength at 100 MHz = 91.4 um
  time through 10 mm = 1.094 us
  speed change for 1 deg tilt <= 0.007 %
fast shear: rho v^2 = 79.60 GPa
  v^2 = 34.178 (km/s)^2, v = 5.846 km/s
  speed = 5846 m/s
  input rounding moves v by up to 0.002 km/s
  wavelength at 100 MHz = 58.5 um
  time through 10 mm = 1.711 us
  speed change for 1 deg tilt <= 0.018 %
slow shear: rho v^2 = 51.05 GPa
  v^2 = 21.919 (km/s)^2, v = 4.682 km/s
  speed = 4682 m/s
  input rounding moves v by up to 0.013 km/s
  wavelength at 100 MHz = 46.8 um
  time through 10 mm = 2.136 us
  speed change for 1 deg tilt <= 0.027 %
sum of the three rho v^2 = 325.2 GPa
C11 + 2 C44 = 325.2 GPa
anisotropy A = 1.559, sqrt(A) = 1.249
[100] longitudinal = 8.442 km/s
[100] both shear = 5.846 km/s
rough temperature coefficient of C = -7e-05 1/K
speed change for 50 K warming = -0.175 %
rough expansion = 2.6e-06 1/K, heat = 0.7 J/(g K)
temperature T = 300 K, b = 0.764 MPa/K
adiabatic minus isothermal modulus = 0.107 GPa
longitudinal speed if isothermal: -0.028 %
rough heat diffusivity = 0.9 cm2/s
D omega/v^2 at 100 MHz = 6.8e-04
(110) plane spacing = 0.1920 nm
chain estimate, slow shear drop at 100 MHz = 2.8e-11
chain estimate, 1 % drop near 1.9 THz
rough Xi = 9 eV, k_B T = 0.02585 eV
slow shear change, n = 1e15 cm^-3: -8.2e-05 %
slow shear change, n = 1e19 cm^-3: -0.82 %
```
